# Cancellation of Mean-Field Insertions and the Extra Diagrams Through Third Order: test program

```python
"""Result under test: in many-body perturbation theory with H0 = h + u and
W = V - U, bubble and exchange insertions combine with the vertex -u into
    w_pq = sum_k (<pk|qk> - <pk|kq>) - u_pq   (k runs over occupied orbitals).
w vanishes if u is the Hartree-Fock potential of the reference. Otherwise there
is 1 extra second-order diagram and there are 11 extra third-order diagrams.
Symbols: v[p,q,r,s] = <pq||rs>, eps = orbital energies of H0, occupied orbitals
come first; s and t are first-order amplitudes of singles and doubles.
A diagram key is (top, middle, bottom, nv): the three vertices are one-body (1)
or two-body (2), and nv counts empty-orbital indices on the middle vertex."""
import itertools
from collections import Counter
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, fci, ao2mo

LABELS = {
    (2, 1, 2, 2): "D-w_bc-D", (2, 1, 2, 0): "D-w_kj-D",
    (1, 2, 2, 3): "S-<ka||cd>-D", (1, 2, 2, 1): "S-<kl||ci>-D",
    (2, 2, 1, 3): "D-<cd||ka>-S", (2, 2, 1, 1): "D-<ci||kl>-S",
    (1, 2, 1, 2): "S-<aj||ib>-S", (1, 1, 2, 1): "S-w_jb-D",
    (2, 1, 1, 1): "D-w_bj-S", (1, 1, 1, 2): "S-w_ab-S",
    (1, 1, 1, 0): "S-w_ji-S"}


def amplitudes(w, v, eps, n):
    eo, ev = eps[:n], eps[n:]
    d1 = eo[:, None] - ev[None, :]
    d2 = d1[:, None, :, None] + d1[None, :, None, :]
    s = w[n:, :n].T / d1
    t = v[n:, n:, :n, :n].transpose(2, 3, 0, 1) / d2
    return s, t


def second_order_diagrams(w, v, eps, n):
    s, t = amplitudes(w, v, eps, n)
    singles = np.einsum('ia,ia->', w[:n, n:], s)
    doubles = np.einsum('ijab,ijab->', v[:n, :n, n:, n:], t) / 4
    return singles.real, doubles.real


def third_order_diagrams(w, v, eps, n):
    o, p = slice(0, n), slice(n, None)
    s, t = amplitudes(w, v, eps, n)
    sc, tc = s.conj(), t.conj()

    def e(spec, *tensors):
        return np.einsum(spec + '->', *tensors, optimize=True)

    return {
        (2, 2, 2, 4): e('ijab,abcd,ijcd', tc, v[p, p, p, p], t) / 8,
        (2, 2, 2, 0): e('ijab,klij,klab', tc, v[o, o, o, o], t) / 8,
        (2, 2, 2, 2): e('ijab,kbcj,ikac', tc, v[o, p, p, o], t),
        (2, 1, 2, 2): e('ijab,bc,ijac', tc, w[p, p], t) / 2,
        (2, 1, 2, 0): -e('ijab,kj,ikab', tc, w[o, o], t) / 2,
        (1, 2, 2, 3): e('ia,kacd,kicd', sc, v[o, p, p, p], t) / 2,
        (1, 2, 2, 1): -e('ia,klci,klca', sc, v[o, o, p, o], t) / 2,
        (2, 2, 1, 3): e('kicd,cdka,ia', tc, v[p, p, o, p], s) / 2,
        (2, 2, 1, 1): -e('klca,cikl,ia', tc, v[p, o, o, o], s) / 2,
        (1, 2, 1, 2): e('ia,ajib,jb', sc, v[p, o, o, p], s),
        (1, 1, 2, 1): e('ia,jb,ijab', sc, w[o, p], t),
        (2, 1, 1, 1): e('ijab,bj,ia', tc, w[p, o], s),
        (1, 1, 1, 2): e('ia,ab,ib', sc, w[p, p], s),
        (1, 1, 1, 0): -e('ia,ji,ja', sc, w[o, o], s)}


def is_extra(key):
    return key[:3] != (2, 2, 2)


# ---- enumeration of connected diagrams with time-ordered vertices ----
def enumerate_diagrams(order):
    """Counts by vertex types without self-lines, and total with self-lines."""
    without, total = Counter(), 0
    for entries in itertools.product(range(3), repeat=order * order):
        rows = [sum(entries[i * order:(i + 1) * order]) for i in range(order)]
        if any(r not in (1, 2) for r in rows):
            continue
        if rows != [sum(entries[i::order]) for i in range(order)]:
            continue
        lines = np.array(entries).reshape(order, order)
        link = lines + lines.T + np.eye(order, dtype=int)
        if not np.all(np.linalg.matrix_power(link, order) > 0):
            continue
        total += 1
        if np.trace(lines) == 0:
            without[tuple(rows)] += 1
    return without, total


count2, bare2 = enumerate_diagrams(2)
count3, bare3 = enumerate_diagrams(3)
assert count2 == Counter({(2, 2): 1, (1, 1): 1})
for counts, bare in ((count2, bare2), (count3, bare3)):
    # each effective one-body vertex stands for a self-line or for -u
    assert bare == sum(c * 2 ** key.count(1) for key, c in counts.items())

# ---- random complex model in the full Fock space ----
rng = np.random.default_rng(7)
M, N = 6, 3
lower_one = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ann = [reduce(np.kron, [parity] * p + [lower_one] + [np.eye(2)] * (M - p - 1))
       for p in range(M)]
occupation = np.array([np.diag(a.T @ a) for a in ann])
sector = np.flatnonzero(np.abs(occupation.sum(0) - N) < 1e-9)


def fock_index(occupied):
    target = np.array([float(p in occupied) for p in range(M)])
    return int(np.flatnonzero(np.all(occupation == target[:, None], axis=0))[0])


ref = fock_index(range(N))
eps = np.array([-2.0, -1.7, -1.5, 0.5, 0.8, 1.2])
v = 0.02 * (rng.normal(size=(M,) * 4) + 1j * rng.normal(size=(M,) * 4))
v = v - v.transpose(1, 0, 2, 3)
v = v - v.transpose(0, 1, 3, 2)
v = v + v.transpose(2, 3, 0, 1).conj()
u = 0.07 * (rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M)))
u = u + u.conj().T
g = np.einsum('pkqk->pq', v[:, :N, :, :N])
w = g - u


def product_of(ops):
    return reduce(np.matmul, [ann[p].T if dag else ann[p] for p, dag in ops])


def normal_product(ops):
    """Move operators that annihilate the reference to the right, with sign."""
    late = [0 if dag == (p >= N) else 1 for p, dag in ops]
    swaps = sum(late[i] > late[j] for i in range(len(ops))
                for j in range(i + 1, len(ops)))
    ordered = [ops[i] for i in sorted(range(len(ops)), key=lambda i: late[i])]
    return (-1) ** swaps * product_of(ordered)


dim = 2 ** M
bare_v = np.zeros((dim, dim), complex)
bare_u, bare_g, normal_g = (np.zeros((dim, dim), complex) for _ in range(3))
normal_parts = {1: np.zeros((3, dim, dim), complex),
                2: np.zeros((5, dim, dim), complex)}
for p, q in itertools.product(range(M), repeat=2):
    ops = [(p, True), (q, False)]
    plain, normal = product_of(ops), normal_product(ops)
    bare_u += u[p, q] * plain
    bare_g += g[p, q] * plain
    normal_g += g[p, q] * normal
    normal_parts[1][(p >= N) + (q >= N)] += w[p, q] * normal
for p, q, r, s in itertools.product(range(M), repeat=4):
    if p == q or r == s:
        continue
    ops = [(p, True), (q, True), (s, False), (r, False)]
    bare_v += v[p, q, r, s] / 4 * product_of(ops)
    nv = sum(x >= N for x in (p, q, r, s))
    normal_parts[2][nv] += v[p, q, r, s] / 4 * normal_product(ops)
normal_full = {k: parts.sum(0) for k, parts in normal_parts.items()}
pair_energy = np.einsum('ijij->', v[:N, :N, :N, :N]).real / 2
identity = np.eye(dim)
# Wick decomposition and complete cancellation for u = g, as operators
assert np.allclose(bare_v, pair_energy * identity + normal_g + normal_full[2],
                   atol=1e-12)
assert np.allclose(bare_v - bare_g, -pair_energy * identity + normal_full[2],
                   atol=1e-12)

# unrestricted hole sums in the energy of a doubly excited determinant
excited = fock_index([2, 3, 4])
shift = (bare_v[excited, excited] - bare_v[ref, ref]).real
from_sums = (g[3, 3] + g[4, 4] - g[0, 0] - g[1, 1] + v[3, 4, 3, 4]
             + v[0, 1, 0, 1] - sum(v[a, i, a, i] for a in (3, 4)
                                    for i in (0, 1))).real
assert abs(shift - from_sums) < 1e-12

# every third-order diagram separately, from operator matrices
h0 = eps @ occupation
resolvent = np.zeros(dim)
excited_states = sector[sector != ref]
resolvent[excited_states] = 1 / (h0[ref] - h0[excited_states])
model_diagrams = third_order_diagrams(w, v, eps, N)
assert Counter(key[:3] for key in model_diagrams) == count3
for key, value in model_diagrams.items():
    top, middle, bottom, nv = key
    bra = normal_full[top][ref] * resolvent
    ket = resolvent * normal_full[bottom][:, ref]
    direct = bra @ normal_parts[middle][nv] @ ket
    assert abs(direct - value) < 1e-12 and abs(value) > 1e-9, key


def energy_coefficients(perturbation, radius=0.2, points=32):
    """Taylor coefficients of the exact eigenvalue, from a complex circle."""
    block = perturbation[np.ix_(sector, sector)]
    phases = np.exp(2j * np.pi * np.arange(points) / points)
    energies = []
    for z in radius * phases:
        roots = np.linalg.eigvals(np.diag(h0[sector]) + z * block)
        guess = h0[ref] + z * perturbation[ref, ref]
        energies.append(roots[np.argmin(abs(roots - guess))])
    return [np.mean(np.array(energies) * phases ** (-k)).real / radius ** k
            for k in range(4)]


exact_general = energy_coefficients(bare_v - bare_u)
exact_hf = energy_coefficients(bare_v - bare_g)
model_e2 = second_order_diagrams(w, v, eps, N)
model_e3 = sum(model_diagrams.values()).real
model_e3_pair = sum(x for k, x in model_diagrams.items() if not is_extra(k)).real
assert abs(exact_general[2] - sum(model_e2)) < 1e-9
assert abs(exact_general[3] - model_e3) < 1e-9
assert abs(exact_hf[1] + pair_energy) < 1e-9
assert abs(exact_hf[2] - model_e2[1]) < 1e-9
assert abs(exact_hf[3] - model_e3_pair) < 1e-9

# ---- lithium hydride, all electrons, minimal basis ----
bond = 3.0
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {bond}", unit="Bohr", basis="sto-3g", verbose=0)
nel, norb = mol.nelectron, mol.nao
nocc = nel // 2
hf = scf.RHF(mol)
hf.conv_tol = 1e-12
hf.kernel()
ks = dft.RKS(mol)
ks.xc = "pbe"
ks.conv_tol = 1e-12
ks.kernel()
assert hf.converged and ks.converged
e_fci = fci.FCI(hf).kernel()[0]
hcore = hf.get_hcore()


def annihilation_tensor(nso, electrons):
    dets = list(itertools.combinations(range(nso), electrons))
    smaller = {d: k for k, d in
               enumerate(itertools.combinations(range(nso), electrons - 1))}
    tensor = np.zeros((nso, len(smaller), len(dets)))
    for column, det in enumerate(dets):
        for pos, p in enumerate(det):
            tensor[p, smaller[det[:pos] + det[pos + 1:]], column] = (-1) ** pos
    return tensor, dets


nso = 2 * norb
remove1, dets = annihilation_tensor(nso, nel)
remove2, _ = annihilation_tensor(nso, nel - 1)
pairs = list(itertools.combinations(range(nso), 2))
remove_pair = np.array([remove2[s] @ remove1[r] for r, s in pairs])
first = np.array([p for p, q in pairs])
second = np.array([q for p, q in pairs])
ndet = len(dets)


def determinant_hamiltonian(h, v):
    one = np.tensordot(h, remove1, (1, 0)).reshape(-1, ndet)
    vp = v[first[:, None], second[:, None], first[None, :], second[None, :]]
    two = np.tensordot(vp, remove_pair, (1, 0)).reshape(-1, ndet)
    return (remove1.reshape(-1, ndet).T @ one
            + remove_pair.reshape(-1, ndet).T @ two)


def analyse(coeff, orbital_energies):
    h = coeff.T @ hcore @ coeff
    eri = ao2mo.restore(1, ao2mo.kernel(mol, coeff), norb)
    spin = np.tile([0, 1], norb)
    same = (spin[:, None] == spin[None, :]).astype(float)
    h = np.repeat(np.repeat(h, 2, 0), 2, 1) * same
    for axis in range(4):
        eri = np.repeat(eri, 2, axis)
    eri = eri * same[:, :, None, None] * same[None, None, :, :]
    plain = eri.transpose(0, 2, 1, 3)
    anti = plain - plain.transpose(0, 1, 3, 2)
    e = np.repeat(orbital_energies, 2)
    assert e[:nel].max() < e[nel:].min()
    bubble = np.einsum('pkqk->pq', plain[:, :nel, :, :nel])
    exchange = -np.einsum('pkkq->pq', plain[:, :nel, :nel, :])
    potential = np.diag(e) - h
    w = bubble + exchange - potential
    second_order = second_order_diagrams(w, anti, e, nel)
    third = third_order_diagrams(w, anti, e, nel)
    # independent road: explicit sums over all determinants
    ham = determinant_hamiltonian(h, anti)
    zero = np.array([e[list(d)].sum() for d in dets])
    pert = ham - np.diag(zero)
    e1 = pert[0, 0]
    psi = np.zeros(ndet)
    psi[1:] = pert[1:, 0] / (zero[0] - zero[1:])
    e2 = pert[0] @ psi
    e3 = psi @ pert @ psi - e1 * (psi @ psi)
    assert abs(e2 - sum(second_order)) < 1e-9
    assert abs(e3 - sum(third.values())) < 1e-9
    assert abs(np.linalg.eigvalsh(ham)[0] + mol.energy_nuc() - e_fci) < 1e-7
    extra = {k: x for k, x in third.items() if is_extra(k)}
    return dict(h=h, v=anti, e=e, bubble=bubble, exchange=exchange,
                potential=potential, w=w, e1=e1, e2=second_order, e3=e3,
                extra=extra, e_ref=ham[0, 0] + mol.energy_nuc(),
                surviving=sum(abs(x) > 1e-7 for x in extra.values()))


level_shift = 0.1
shifted = hf.mo_energy + level_shift * np.where(np.arange(norb) < nocc, -1, 1)
fock = ks.mo_coeff.T @ hf.get_fock(dm=ks.make_rdm1()) @ ks.mo_coeff
eo, co = np.linalg.eigh(fock[:nocc, :nocc])
ev, cv = np.linalg.eigh(fock[nocc:, nocc:])
semi_coeff = np.hstack([ks.mo_coeff[:, :nocc] @ co, ks.mo_coeff[:, nocc:] @ cv])
results = {
    "HF/Fock": analyse(hf.mo_coeff, hf.mo_energy),
    "HF/shifted": analyse(hf.mo_coeff, shifted),
    "PBE/Kohn-Sham": analyse(ks.mo_coeff, ks.mo_energy),
    "PBE/semicanonical": analyse(semi_coeff, np.concatenate([eo, ev]))}
assert [r["surviving"] for r in results.values()] == [0, 2, 11, 7]
a, b = results["HF/Fock"], results["PBE/Kohn-Sham"]
assert np.max(np.abs(a["w"])) < 1e-5
assert abs(a["e_ref"] - hf.e_tot) < 1e-8 and b["e_ref"] > a["e_ref"]
hf_pair = np.einsum('ijij->', a["v"][:nel, :nel, :nel, :nel]) / 2
assert abs(a["e1"] + hf_pair) < 1e-5
ks_potential = ks.mo_coeff.T @ np.asarray(ks.get_veff()) @ ks.mo_coeff
assert np.max(np.abs(ks_potential - b["potential"][::2, ::2])) < 1e-5


def middle_insertion(matrix):
    d = third_order_diagrams(matrix, a["v"], a["e"], nel)
    return d[(2, 1, 2, 2)] + d[(2, 1, 2, 0)]


inserted = [middle_insertion(x) for x in
            (a["bubble"], a["exchange"], -a["potential"])]
assert abs(sum(inserted)) < 1e-6 < min(abs(x) for x in inserted)


def show(x):
    return f"{round(float(x), 6) + 0.0:.6f}"


print("diagrams, order 2 and 3:", sum(count2.values()), sum(count3.values()))
print("same with self-lines and -u drawn:", bare2, bare3)
print("random model, E3 by diagonalization:", f"{exact_general[3]:.8f} model units")
print("random model, E3 by 14 diagrams:", f"{model_e3:.8f} model units")
print(f"LiH STO-3G, bond {bond} bohr, {ndet} determinants")
print(f"level shift {level_shift} hartree; energies below in hartree")
print("exact energy in this basis:", show(e_fci))
hole, particle = 2 * (nocc - 1), 2 * nocc
for name, r in (("HF", a), ("PBE", b)):
    print(f"{name} HOMO-LUMO bubble, exchange, -u, sum:")
    print(" ", *[show(x[hole, particle]) for x in
                 (r["bubble"], r["exchange"], -r["potential"], r["w"])])
print("HF order-3 insertions on doubles: bubble, exchange, -u, sum:")
print(" ", *[show(x) for x in inserted + [sum(inserted)]])
print("HF first-order energy:", show(a["e1"]))
for name, r in results.items():
    extra_sum = sum(r["extra"].values())
    print(f"{name}: E_ref, exact minus E_ref:", show(r["e_ref"]),
          show(e_fci - r["e_ref"]))
    print("  E2 pair, E2 extra:", show(r["e2"][1]), show(r["e2"][0]))
    print("  E3 pair, E3 extra, number extra:", show(r["e3"] - extra_sum),
          show(extra_sum), r["surviving"])
    print("  E_ref+E2+E3:", show(r["e_ref"] + sum(r["e2"]) + r["e3"]))
print("extra E3 terms: PBE/Kohn-Sham, PBE/semicanonical")
semi = results["PBE/semicanonical"]
for key, label in LABELS.items():
    print(f"  {label}:", show(b["extra"][key]), show(semi["extra"][key]))
to_ev = physical_constants["Hartree energy in eV"][0]
print("PBE/Kohn-Sham extra E2:", f"{b['e2'][0] * to_ev:.4f} eV")
print("PBE/Kohn-Sham extra E3:", f"{sum(b['extra'].values()) * to_ev:.4f} eV")
print("all assertions hold")
```

Printed output:

```
diagrams, order 2 and 3: 2 14
same with self-lines and -u drawn: 5 43
random model, E3 by diagonalization: -0.00927561 model units
random model, E3 by 14 diagrams: -0.00927561 model units
LiH STO-3G, bond 3.0 bohr, 495 determinants
level shift 0.1 hartree; energies below in hartree
exact energy in this basis: -7.882504
HF HOMO-LUMO bubble, exchange, -u, sum:
  -0.070358 0.037117 0.033242 0.000000
PBE HOMO-LUMO bubble, exchange, -u, sum:
  -0.086059 0.047139 0.045094 0.006175
HF order-3 insertions on doubles: bubble, exchange, -u, sum:
  -0.002550 0.006693 -0.004143 0.000000
HF first-order energy: -3.592632
HF/Fock: E_ref, exact minus E_ref: -7.862246 -0.020258
  E2 pair, E2 extra: -0.012807 0.000000
  E3 pair, E3 extra, number extra: -0.004519 0.000000 0
  E_ref+E2+E3: -7.879572
HF/shifted: E_ref, exact minus E_ref: -7.862246 -0.020258
  E2 pair, E2 extra: -0.010071 0.000000
  E3 pair, E3 extra, number extra: -0.002827 -0.002126 2
  E_ref+E2+E3: -7.877270
PBE/Kohn-Sham: E_ref, exact minus E_ref: -7.861009 -0.021495
  E2 pair, E2 extra: -0.026313 -0.001582
  E3 pair, E3 extra, number extra: -0.017819 0.030115 11
  E_ref+E2+E3: -7.876607
PBE/semicanonical: E_ref, exact minus E_ref: -7.861009 -0.021495
  E2 pair, E2 extra: -0.013445 -0.000901
  E3 pair, E3 extra, number extra: -0.004739 0.000163 7
  E_ref+E2+E3: -7.879931
extra E3 terms: PBE/Kohn-Sham, PBE/semicanonical
  D-w_bc-D: 0.014373 0.000000
  D-w_kj-D: 0.012601 0.000000
  S-<ka||cd>-D: 0.000008 0.000011
  S-<kl||ci>-D: 0.001312 0.000169
  D-<cd||ka>-S: 0.000008 0.000011
  D-<ci||kl>-S: 0.001312 0.000169
  S-<aj||ib>-S: -0.001181 -0.000209
  S-w_jb-D: 0.000040 0.000006
  D-w_bj-S: 0.000040 0.000006
  S-w_ab-S: 0.000585 0.000000
  S-w_ji-S: 0.001019 0.000000
PBE/Kohn-Sham extra E2: -0.0430 eV
PBE/Kohn-Sham extra E3: 0.8195 eV
all assertions hold
```
